# Cavity polaritons from the Casida equation extended to quantized modes, part 2

The Casida equation of linear-response TDDFT is extended to electrons coupled to lossless cavity modes \(\alpha\) (frequency \(\omega_\alpha\), coordinate \(\hat q_\alpha=(\hat a_\alpha+\hat a_\alpha^\dagger)/\sqrt{2\omega_\alpha}\)), in Hartree atomic units and a uniform field:
\[
\hat H=\hat H_e+\sum_\alpha \tfrac12\Big[\hat p_\alpha^2+(\omega_\alpha\hat q_\alpha-\boldsymbol\lambda_\alpha\cdot\hat{\mathbf R})^2\Big],\qquad \hat{\mathbf R}=\sum_i\hat{\mathbf r}_i .
\]
The term \(\tfrac12(\boldsymbol\lambda\cdot\hat{\mathbf R})^2\) is the dipole self-energy (DSE). For mode volume \(V\), \(\lambda=\sqrt{4\pi/V}\) and \(E_{\rm vac}=\lambda\sqrt{\omega/2}\). With density \(n\) and \(q_\alpha=\langle\hat q_\alpha\rangle\), the mode equation and mean-field potential are
\[
\ddot q_\alpha+\omega_\alpha^2q_\alpha=\omega_\alpha\,\boldsymbol\lambda_\alpha\cdot\mathbf R,\qquad \mathbf R=\int \mathbf r\,n(\mathbf r,t)\,d^3r. \tag{1}
\]
\[
v_M(\mathbf r,t)=\frac{\delta E_M}{\delta n(\mathbf r)}=\sum_\alpha(\boldsymbol\lambda_\alpha\cdot\mathbf r)\,\big(\boldsymbol\lambda_\alpha\cdot\mathbf R-\omega_\alpha q_\alpha\big). \tag{2}
\]
The remaining photon exchange-correlation (pxc) potential is neglected. In the ground state (dipole \(\mathbf R_0\)) \(v_M=0\), so the orbitals are cavity-free; without the DSE a static field proportional to \(\mathbf R_0\) would remain.

For closed shells, with orbital gaps \(\varepsilon_{ia}\), dipoles \(\mathbf d_{ia}\) and \(K_{ia,jb}=(ia|f_{\rm Hxc}|jb)\), the excitation frequencies \(\Omega\) obey
\[
\begin{pmatrix}U&V\\V^{T}&W\end{pmatrix}\begin{pmatrix}F\\G\end{pmatrix}=\Omega^2\begin{pmatrix}F\\G\end{pmatrix}, \tag{4}
\]
\[
U_{ia,jb}=U^0_{ia,jb}+\sum_\alpha g_{ia,\alpha}g_{jb,\alpha},\qquad U^0_{ia,jb}=\varepsilon_{ia}^2\delta_{ij}\delta_{ab}+4\sqrt{\varepsilon_{ia}}K_{ia,jb}\sqrt{\varepsilon_{jb}},
\]
\[
V_{ia,\alpha}=-\omega_\alpha g_{ia,\alpha},\qquad W_{\alpha\beta}=\omega_\alpha^2\delta_{\alpha\beta},
\]
where \(g_{ia,\alpha}=2\sqrt{\varepsilon_{ia}}\;\boldsymbol\lambda_\alpha\cdot\mathbf d_{ia}\). The whole matrix is \(M\); \(gg^T\) is the DSE. Part (c) gave an equivalent non-Hermitian first-order form for \(\Omega\) itself.

Eliminating the photon gives a cavity kernel proportional to \(\Omega^2/(\Omega^2-\omega_\alpha^2)\). For modes along \(x\), with \(D_{ia}=2\sqrt{\varepsilon_{ia}}\,d_{ia}\), \(U^0F^0_J=\Omega_J^2F^0_J\), \(f^0_J=(D\cdot F^0_J)^2\) and cavity-free response \(\chi_{RR}=\sum_Jf^0_J/(\Omega^2-\Omega_J^2)\),
\[
1=\chi_{RR}(\Omega)\sum_\alpha\frac{\lambda_\alpha^2\Omega^2}{\Omega^2-\omega_\alpha^2}. \tag{5}
\]
After a weak kick \(\psi_i\to e^{ikx}\psi_i\),
\[
\delta R(t)=k\sum_If_I\frac{\sin\Omega_It}{\Omega_I},\quad f_I=(D\cdot F_I)^2,\qquad \delta q_\alpha(t)=k\sum_I(D\cdot F_I)\,G_{I\alpha}\frac{\sin\Omega_It}{\Omega_I}. \tag{6}
\]
The strengths obey \(\sum_If_I=N_e\), the number of electrons. If \(U^0\) is positive definite, all \(\Omega^2\) are positive at any coupling; without the DSE this guarantee is lost.

The problem of part (e) is to solve (4) for one transition and one mode.

**Solution.** Here \(U^0=\omega_e^2=\varepsilon^2+4\varepsilon K\), \(f=4\varepsilon d^2\), and \(g^2=\lambda^2f\). The many-body transition dipole \(\mu\), defined by \(f=2\omega_e\mu^2\), is \(\mu=d\sqrt{2\varepsilon/\omega_e}\), so \(g^2=2\omega_e\lambda^2\mu^2\). More generally, rotating (4) to the eigenvectors of \(U^0\) gives couplings \(g_J^2=\lambda^2f^0_J\), and the one transition is best taken as an interacting one. The determinant \((\omega_e^2+g^2-\Omega^2)(\omega^2-\Omega^2)-\omega^2g^2=0\) rearranges to
\[
(\Omega^2-\omega_e^2)(\Omega^2-\omega^2)=g^2\Omega^2, \tag{7}
\]
which is also (5) with one pole. The roots have sum \(\Omega_+^2+\Omega_-^2=\omega_e^2+\omega^2+g^2\) and product \(\Omega_+^2\Omega_-^2=\omega_e^2\omega^2\), so \(\Omega_+\Omega_-=\omega_e\omega\). Adding or subtracting \(2\Omega_+\Omega_-\) completes the squares:
\[
\Omega_+-\Omega_-=\sqrt{(\omega_e-\omega)^2+g^2},\qquad \Omega_++\Omega_-=\sqrt{(\omega_e+\omega)^2+g^2}. \tag{8}
\]
At fixed \(g\) the smallest splitting occurs at \(\omega=\omega_e\), not at the DSE-shifted \(\sqrt{\omega_e^2+g^2}\) on the diagonal, and equals
\[
g=\lambda\mu\sqrt{2\omega_e}=2\mu E_{\rm vac}=\sqrt{4\pi f/V},\qquad \Omega_\pm=\sqrt{\omega^2+g^2/4}\pm g/2 .
\]
On resonance (7) reads \(\Omega_\pm^2-\omega^2=\pm g\Omega_\pm\). The photon row of (4) gives \(G/F=-\omega g/(\Omega^2-\omega^2)=\mp\omega/\Omega_\pm\), so \(F_\pm^2=\Omega_\pm^2/(\Omega_\pm^2+\omega^2)\), and with \(\omega^2=\Omega_+\Omega_-\),
\[
f_\pm=f\,\frac{\Omega_\pm}{\Omega_++\Omega_-}.
\]
For \(\omega\to\infty\) the kernel vanishes and \(\Omega_-\to\omega_e\). For \(\omega\to0\), (8) gives \(\Omega_-\to0\) and \(\Omega_+^2\to\omega_e^2+g^2\): a slow mode cannot follow, and the DSE acts in full.

The Jaynes-Cummings model keeps the states \(|e,0\rangle\) and \(|g,1\rangle\), coupled by \(\lambda\mu\sqrt{\omega/2}=g/2\), and gives \(\omega\pm g/2\). The splitting is the same and the centre is lower by about \(g^2/8\omega\). Without the DSE the determinant is \(\omega^2(\omega_e^2-g^2)\), negative for \(g>\omega_e\). On resonance \(\Omega_\pm^2=\omega^2\pm\omega g\), and expanding the roots puts the centre at \(\omega-g^2/8\omega\).

## (f) When the result is exact and when it fails

**Problem.** Compare (8) with exact results for harmonic matter and for \(N\) two-level emitters, and estimate the effect of other transitions.

**Solution.** For harmonic matter, \(\hat H_e=\omega_e\hat b^\dagger\hat b\) and \(\hat R=\mu(\hat b+\hat b^\dagger)=\mu\sqrt{2\omega_e}\,\hat Q\), so \(\lambda\hat R=g\hat Q\). The potential energy \(\tfrac12\omega_e^2\hat Q^2+\tfrac12(\omega\hat q-g\hat Q)^2\) is the quadratic form of \(M\), and (8) gives the exact normal-mode frequencies.

For \(N\) two-level emitters with dipole \(\mu/\sqrt N\) each, use symmetric states \(|k,n\rangle\) with \(k\) excitations and \(n\) photons. They form a spin \(j=N/2\), \(m=k-N/2\), and the raising element \(\sqrt{(j-m)(j+m+1)}\) gives \(\langle k+1|\hat R|k\rangle=\mu\sqrt{(k+1)(N-k)/N}\). On resonance let \(G_0=g/2\), so \(\tfrac12\lambda^2\mu^2=G_0^2/\omega\equiv\eta\). First-order DSE shifts follow from \(\langle k|\hat R^2|k\rangle\), the sum of squared up and down elements: \(\eta\) for \(k=0\), and \(\eta[1+2(N-1)/N]=\eta(3-2/N)\) for \(k=1\). Counter-rotating terms raise \(k\) and \(n\) together, at cost \(2\omega\), with squared elements \(G_0^2\) for \(|0,0\rangle\), \(2G_0^2\) for \(|0,1\rangle\), and \(2G_0^2(1-1/N)\) for \(|1,0\rangle\). The total shifts are
\[
\Delta_{00}=\eta-\tfrac12\eta=\tfrac12\eta,\qquad \Delta_{01}=\eta-\eta=0,\qquad \Delta_{10}=\eta\big(3-\tfrac2N\big)-\eta\big(1-\tfrac1N\big)=\eta\big(2-\tfrac1N\big).
\]
The resonant coupling splits the doublet without changing its trace, so the centre lies at \(\omega+\tfrac12(\Delta_{01}+\Delta_{10})-\Delta_{00}=\omega+\tfrac12\eta(1-1/N)\). The centre is even in \(G_0\), by the symmetry \(\hat a\to-\hat a\), so the next correction is of fourth order or higher. Casida gives \(\sqrt{\omega^2+G_0^2}\approx\omega+\tfrac12\eta\). Therefore
\[
\text{centre}_{\rm exact}-\text{centre}_{\rm Casida}\approx-\frac{g^2}{8\omega N}.
\]
This is the shift that the pxc terms must supply for this model. For \(N=1\), \(\hat R^2=\mu^2\) is a constant and the DSE shifts no transition, whereas the mean field treats the transition as a boson. In a real emitter, transitions outside the pair also shift the two states, both through \(\langle\hat R^2\rangle\) and through virtual photon exchange, so the outcome depends on their energies as well as on their dipoles.

For higher spectator transitions write \(\chi_{RR}=f/(\Omega^2-\omega_e^2)-\alpha\), \(\alpha>0\). Multiplying (5) by both denominators gives \((\Omega^2-\omega_e^2)[\Omega^2(1+\lambda^2\alpha)-\omega^2]=g^2\Omega^2\). For constant \(\alpha\) this is (7) with \(\omega\) and \(g\) both divided by \(\sqrt{1+\lambda^2\alpha}\). The coupling falls by the relative amount \(\lambda^2\alpha/2\). The detuning \(\omega\lambda^2\alpha/2\) adds, through (8), its square over \(2g^2\), which is \(\lambda^2\omega^2\alpha^2/8f\). Both are of order \(\lambda^2\). So is the effect of the slope of \(\alpha\), since \(\alpha\) differs between the two roots by an amount proportional to \(g\): each root follows half the shift \(-\omega\lambda^2\alpha'(\pm g/2)/2\) of the mode, with \(\alpha'=d\alpha/d\Omega\), which changes the splitting by the relative amount \(-\lambda^2\omega\alpha'/4\). This term need not be the smallest; for the molecule of part (g) the three contributions are \(-0.81\lambda^2\), \(+0.03\lambda^2\) and \(-0.83\lambda^2\), and their sum \(-1.61\lambda^2\) matches the deviation found there at \(\lambda=0.01\). Losses are outside the model. The doublet is well resolved when \(g\) is several times the linewidths; when they are comparable, whether two peaks appear depends on the individual widths and on the quantity measured.

## (g) Numbers

**Problem.** Evaluate the results for a two-electron defect transition and for a one-dimensional molecule.

**Solution.** The chosen, purely illustrative inputs are \(\varepsilon=4.0\) eV \(=0.146997\) Ha, \(K=0.55\) eV, \(d=0.8\) Å \(=1.511781\) bohr, and an effective volume per centre \(V=10^4\) Å\(^3=67483.3\) bohr\(^3\), with background screening absorbed in \(V\). This volume is far below the vacuum diffraction limit at this energy, \((\lambda_0/2)^3\approx2\times10^9\) Å\(^3\) for free-space wavelength \(\lambda_0\). It can be read as the mode volume divided by the number \(N\) of aligned centres, about \(10^5\) of them at a density of \(10^{20}\) cm\(^{-3}\), in which case the actual vacuum field is smaller than the value below by \(\sqrt N\). For a single emitter it would require a mode about 2 nm across, for which a lossless, uniform field is doubtful. Then
\[
\omega_e=\sqrt{4.0^2+4(4.0)(0.55)}=4.9800\ \text{eV}=0.183010\ \text{Ha},
\]
\[
f=4(0.146997)(1.511781)^2=1.34384,\qquad \lambda=\sqrt{4\pi/67483.3}=0.013646,
\]
\[
g=0.013646\sqrt{1.34384}=0.015819\ \text{Ha}=0.4305\ \text{eV},\qquad g/\omega_e=0.08644 .
\]
In SI units \(\mu=1.0140\) Å and \(E_{\rm vac}=2.1227\times10^9\) V/m give \(2e\mu E_{\rm vac}=0.4305\) eV again. On resonance the centre is \(\sqrt{4.9800^2+0.4305^2/4}=4.9846\) eV, \(\Omega_-=4.7694\) eV and \(\Omega_+=5.1998\) eV. The strengths are \(f_+=1.34384\times0.191091/(0.191091+0.175271)=0.70093\) and \(f_-=0.64291\). For \(\omega=5.5\) eV the splitting is \(\sqrt{0.5200^2+0.4305^2}=0.6751\) eV, with lines at 4.9069 and 5.5819 eV; the lower, mostly electronic, has \(f_-=1.1715\). With five times the coupling the splitting is 2.1523 eV and the centre moves to 5.0949 eV.

Jaynes-Cummings gives 4.7647 and 5.1952 eV, lower by about \(g^2/8\omega\approx4.65\) meV. Omitting the DSE gives 4.7599 and 5.1907 eV, lower again, and an instability at \(V=4\pi f/\omega_e^2=74.72\) Å\(^3\), a cube of edge 4.2 Å, for which the assumption of a uniform field is doubtful. The exact single two-level emitter gives 4.76478 and 5.19514 eV, next to Jaynes-Cummings, with splitting 0.43036 eV. The centre shifts for \(N=1,4,16,64\) are \(-4.6510\), \(-1.1619\), \(-0.2904\), \(-0.0726\) meV, within 0.1% of \(-g^2/8\omega N\).

The one-dimensional molecule has soft-Coulomb charges 1.2 and 0.8 at \(x=\mp1\) bohr, softening 1 bohr, and two electrons with exact exchange, for which \(v_{\rm Hx}=v_{\rm H}/2\) and the kernel is half the interaction. On a grid of 61 points spaced by 0.4 bohr, whose limited width affects \(\Omega_1\) below by about \(3\times10^{-5}\) Ha, \(f_1\) by about 0.1%, \(\varepsilon_{01}\) and \(K\) by 2 to \(3\times10^{-6}\) Ha and \(|d_{01}|\) by \(2\times10^{-5}\) bohr, it has \(R_0=-0.2981\) Å, \(\varepsilon_{01}=0.299136\) Ha, \(K=0.058331\) Ha, \(|d_{01}|=1.266461\) bohr. The single orbital pair would give \(\omega_e=0.399\) Ha and \(f=1.92\); the full \(U^0\) gives \(\Omega_1=0.386224\) Ha (10.5097 eV) and \(f_1=1.705859\). The truncation to one pair thus overestimates \(\Omega_1\) by 3% and \(g\propto\sqrt f\) by 6%; at the weak couplings below this is much more than the error of the one-transition formula built on the interacting values. With the interacting values and \(\lambda=0.04\), \(g=0.04\sqrt{1.705859}=0.052243\) Ha against a full splitting of 0.052104 Ha (1.4178 eV). The relative deviations (full splitting divided by \(g\), minus 1) \(-2.668\times10^{-3}\), \(-6.492\times10^{-4}\), \(-1.612\times10^{-4}\) for \(\lambda=0.04,0.02,0.01\) fall about fourfold per halving; on a wider grid they are about 4% larger in size and scale in the same way. At \(\lambda=0.6\) the lowest \(\Omega^2\) is \(0.023946\) Ha\(^2\) with the DSE and \(-0.168633\) Ha\(^2\) when \(gg^T\) is deleted from \(U\) and the cavity-free orbitals are kept; a wider grid gives \(0.023942\) and \(-0.168618\) Ha\(^2\). Through \(\lambda=\sqrt{4\pi/V}\) this coupling corresponds to \(V\approx5\) Å\(^3\), comparable to the molecule itself (\(\lambda=0.04\) corresponds to about \(1200\) Å\(^3\)), so it illustrates the stability of the matrix and describes no real cavity. For this polar molecule those orbitals are stationary without the DSE only if the origin is placed at the electronic centre of charge, where \(R_0=0\).

The numerical check below propagates the nonlinear equations (1) and (2) for this polar molecule with two modes (\(\omega=\Omega_1\) and 0.9 Ha, \(\lambda=0.04\) and 0.08) after kicks of both signs, and compares with (6): the largest deviations in \(R\), \(q_1\), \(q_2\) over 120 a.u., each divided by the largest amplitude of the corresponding prediction, are \(1.8\times10^{-7}\), \(1.1\times10^{-7}\), \(1.7\times10^{-7}\). It also tests (5) with a response function from the Dyson equation on the grid, the first-order form of part (c), the sum rule (2.00000000), the trace and determinant behind (8) symbolically, and the harmonic and \(N\)-emitter results of part (f) by diagonalizing the Pauli-Fierz Hamiltonian in Fock space.

## Calculated quantities

```
(a) 1D model: Z=1.2 at x=-1, Z=0.8 at x=+1 bohr, softening 1 bohr, 61 points, h=0.4 bohr
<R> = -0.563374 bohr (-0.2981 A); |d_01| = 1.266461 bohr (0.6702 A)
KS gap eps_01, K_01,01: 0.299136 Ha (8.1399 eV)  0.058331 Ha (1.5873 eV)
cavity-free Omega_1, Omega_2: 0.386224 Ha (10.5097 eV)  0.487244 Ha (13.2586 eV)
cavity-free f_1 = 1.705859
two modes: omega = (Omega_1, 0.9 Ha), lambda = (0.04, 0.08) a.u.
lowest two polaritons: 0.359380 Ha (9.7792 eV)  0.411158 Ha (11.1882 eV)
their f = 0.851030, 0.812015; sum of all f = 2.00000000
real time (kick 2e-4, 120 a.u.) vs Casida, rel. error R, q1, q2: 1.8e-07, 1.1e-07, 1.7e-07
Dyson residual 4.9e-13; non-Hermitian vs Casida 1.5e-13 Ha
one mode, lambda=0.04: full splitting, g: 0.052104 Ha (1.4178 eV)  0.052243 Ha (1.4216 eV)
one mode, lambda=0.02: full splitting, g: 0.026105 Ha (0.7103 eV)  0.026122 Ha (0.7108 eV)
one mode, lambda=0.01: full splitting, g: 0.013059 Ha (0.3553 eV)  0.013061 Ha (0.3554 eV)
relative deviation: -2.668e-03, -6.492e-04, -1.612e-04
lambda=0.6: lowest Omega^2 = 0.023946 Ha^2 with DSE, -0.168633 Ha^2 without
(b) d = 0.8 A = 1.511781 bohr; V = 1e4 A^3 = 67483.3 bohr^3
eps, K: 0.146997 Ha (4.0000 eV)  0.020212 Ha (0.5500 eV)
omega_e, g: 0.183010 Ha (4.9800 eV)  0.015819 Ha (0.4305 eV)
mu = 1.916112 bohr (1.0140 A); f = 1.343838; lambda = 0.013646 a.u.; g/omega_e = 0.08644
SI vacuum field = 2.1227e+09 V/m; 2 e mu E = 0.4305 eV
omega = 4.9800 eV, lambda = 0.013646: f-, f+ = 0.642907, 0.700932
  Omega-, Omega+: 0.175271 Ha (4.7694 eV)  0.191091 Ha (5.1998 eV)
  splitting, centre: 0.015819 Ha (0.4305 eV)  0.183181 Ha (4.9846 eV)
omega = 5.5000 eV, lambda = 0.013646: f-, f+ = 1.171504, 0.172335
  Omega-, Omega+: 0.180324 Ha (4.9069 eV)  0.205132 Ha (5.5819 eV)
  splitting, centre: 0.024809 Ha (0.6751 eV)  0.192728 Ha (5.2444 eV)
omega = 4.9800 eV, lambda = 0.068230: f-, f+ = 0.529997, 0.813842
  Omega-, Omega+: 0.147687 Ha (4.0188 eV)  0.226782 Ha (6.1711 eV)
  splitting, centre: 0.079095 Ha (2.1523 eV)  0.187234 Ha (5.0949 eV)
Jaynes-Cummings, resonant: 0.175101 Ha (4.7647 eV)  0.190920 Ha (5.1952 eV)
no DSE, resonant: 0.174922 Ha (4.7599 eV)  0.190756 Ha (5.1907 eV)
no-DSE instability g = omega_e at V = 74.72 A^3
g^2/(8 omega) = 1.7092e-04 Ha (4.6510 meV)
N=1: Omega-+ = 4.76478, 5.19514 eV; split 0.43036 eV; centre shift -4.6510 meV; ratio 1.0000
N=4: Omega-+ = 4.76824, 5.19865 eV; split 0.43041 eV; centre shift -1.1619 meV; ratio 0.9993
N=16: Omega-+ = 4.76910, 5.19954 eV; split 0.43045 eV; centre shift -0.2904 meV; ratio 0.9991
N=64: Omega-+ = 4.76931, 5.19976 eV; split 0.43045 eV; centre shift -0.0726 meV; ratio 0.9991
```
